Spin-resolved ALSDA kernels, the spin stiffness and the singlet–triplet splitting

1. Two energies that coincide

For carbon monoxide at a chosen bond length of 1.13 Å, take the Kohn–Sham orbitals of the local spin-density approximation (LSDA) in the cc-pVDZ basis and compute excitations with the exchange part of the adiabatic kernel alone. The lowest triplet lies at 5.5949 eV and the lowest singlet at 8.3567 eV (the digits belong to this basis; section 9 gives the shift in a larger one). If the Hartree term is now deleted from the singlet equation, the singlet drops to 5.5949 eV, the triplet value to every printed digit. Restoring the Hartree term and adding correlation to the kernel moves the triplet up by 0.39 eV, but the singlet down by only 0.04 eV.

Why does exchange not distinguish singlet from triplet, and why does correlation act mainly on the triplet? Both answers start from the second derivatives of one function, the exchange-correlation energy per electron; the sizes of the shifts also depend on the response equation, as section 8 shows. Atomic units are used except where eV is written. Spins are collinear: every electron is up or down along one fixed axis.

2. The simplest case: exchange in a uniform gas

For a determinant of spin orbitals the exchange energy is

E_x = −½ Σ_σ ∫∫ |γ_σ(r,r')|² / |r−r'| d³r d³r',

where γ_σ is the one-particle density matrix of spin σ. There is no up–down term, because the overlap of opposite spin functions is zero.

In a uniform gas, spin σ fills a sphere of radius k. With s = |r−r'| and x = ks,

γ_σ = (2π)⁻³ ∫_{q<k} exp(iq·s) d³q = (k³/2π²) j₁(x)/x,

where j₁(x) = (sin x − x cos x)/x². At x → 0, j₁/x → 1/3, so γ_σ → k³/(6π²) = n_σ, as it must. The exchange energy per volume of this spin is

−½ (k³/2π²)² 4π k⁻² ∫₀^∞ j₁²/x dx = −(k⁴/2π³) ∫₀^∞ j₁²/x dx.

With j₀ = sin x/x, j₀' = −j₁ and j₁' = j₀ − 2j₁/x, so

d(j₀² + j₁²)/dx = −2j₀j₁ + 2j₀j₁ − 4j₁²/x = −4j₁²/x.

Since j₀² + j₁² falls from 1 to 0, the integral is 1/4 and the energy is −k⁴/(8π³). For an unpolarized gas of total density n, k = k_F = (3π²n)^{1/3}, and the two spins together give

−k_F⁴/(4π³) = −C n^{4/3}, C = (3/4)(3/π)^{1/3}.

One spin of density n/2 thus contributes −½C n^{4/3}. Replacing n by 2n_σ gives the polarized gas:

w_x(n↑,n↓) = −½C [(2n↑)^{4/3} + (2n↓)^{4/3}].

Two differentiations yield

∂²w_x/∂n_σ² = −½C · 4 · (4/9)(2n_σ)^{−2/3} = −(2/3)(3/π)^{1/3}(2n_σ)^{−2/3},
∂²w_x/∂n↑∂n↓ = 0.

The factor 4 is the square of the inner derivative of 2n_σ. Call these derivatives f_x↑↑, f_x↓↓ and f_x↑↓. In the unpolarized gas 2n_σ = n, and half the sum and half the difference of the like-spin and unlike-spin elements agree:

(f_x↑↑ ± f_x↑↓)/2 = −(1/3)(3/π)^{1/3} n^{−2/3}.

At r_s = 2, where r_s is defined by n = 3/(4πr_s³), n = 0.029842 and both combinations are −3.4118 Ha a₀³. Section 7 shows that they are the singlet and triplet kernels.

The argument needs neither uniformity nor locality. Any functional of the form G[n↑] + G[n↓] has no mixed second derivative. A nonlocal case is a pair of electrons in one spatial orbital, where γ_σ(r,r')² = n_σ(r)n_σ(r') and

E_x = −½ Σ_σ ∫∫ n_σ(r)n_σ(r')/|r−r'| d³r d³r'.

Here f_x↑↑ = −1/|r−r'| and f_x↑↓ = 0. Both half-combinations equal −1/(2|r−r'|): again they coincide, although the kernel is now long-ranged.

3. Adding correlation: density and magnetization as variables

Correlation couples the spins, so a general function is needed. Let

n = n↑ + n↓, m = n↑ − n↓, ζ = m/n,
E_xc = ∫ w(n,m) d³r, w = n e(n,ζ),

with e the exchange-correlation energy per electron of the uniform gas. The adiabatic approximation inserts the instantaneous densities into the ground-state potential v_xcσ = ∂w/∂n_σ. A small density change then produces

δv_xcσ(r,t) = Σ_σ' f_σσ' δn_σ'(r,t), f_σσ' = ∂²w/∂n_σ∂n_σ'.

The full kernel is f_σσ' δ(r−r')δ(t−t'): local in space and without memory. After a Fourier transform in time it does not depend on frequency.

Let σ = +1 for up and −1 for down. Since ∂n/∂n_σ = 1 and ∂m/∂n_σ = σ,

∂/∂n_σ = ∂_n + σ∂_m.

Applying this twice gives

f_σσ' = w_nn + (σ+σ')w_nm + σσ'w_mm.

Here w_nn is taken at fixed m, not at fixed ζ. This matters because a density change at fixed m alters ζ.

4. Returning to e(n,ζ)

At fixed n, ζ = m/n gives ∂_m = (1/n)∂_ζ. At fixed m, ∂ζ/∂n = −m/n² = −ζ/n, so the derivative is ∂_n − (ζ/n)∂_ζ, where ∂_n now acts at fixed ζ. Subscripts on e denote derivatives in the variables n and ζ.

The magnetization derivatives are

w_m = e_ζ,
w_mm = e_ζζ/n.

Differentiating w_m with respect to n at fixed m gives

w_nm = e_nζ − (ζ/n)e_ζζ.

The first density derivative is

w_n = e + n[e_n − (ζ/n)e_ζ] = e + n e_n − ζe_ζ.

For the second, the two parts of the derivative act on w_n separately:

∂_n w_n = 2e_n + n e_nn − ζe_nζ,
∂_ζ w_n = e_ζ + n e_nζ − e_ζ − ζe_ζζ = n e_nζ − ζe_ζζ.

Multiplying the second line by −ζ/n and adding it to the first,

w_nn = 2e_n + n e_nn − 2ζe_nζ + ζ²e_ζζ/n.

Now collect terms in f_σσ'. The coefficient of e_nζ is σ+σ'−2ζ. The coefficient of e_ζζ/n is

ζ² − (σ+σ')ζ + σσ' = (σ−ζ)(σ'−ζ).

The spin-resolved kernel is therefore

f_σσ' = 2e_n + n e_nn + (σ+σ'−2ζ)e_nζ + (σ−ζ)(σ'−ζ)e_ζζ/n.

Exchange checks this at any polarization. Put p = 1+ζ and q = 1−ζ. Then

e_x = −½C n^{1/3} g, g = p^{4/3} + q^{4/3}.

For opposite spins, after the common factor −½C n^{−2/3} is removed, the formula becomes

(4/9)g − (2/3)ζg' − pq g''.

The first coefficient is 2/3 − 2/9. With g' = (4/3)(p^{1/3} − q^{1/3}) and g'' = (4/9)(p^{−2/3} + q^{−2/3}), the expression is

(4/9)p^{1/3}[p − 2ζ − q] + (4/9)q^{1/3}[q + 2ζ − p].

Both brackets vanish because p − q = 2ζ. Thus f_x↑↓ = 0 also emerges from the general formula, by cancellation among its terms.

The formula was also tested with the local Perdew–Wang correlation functional, against second derivatives taken directly with respect to n↑ and n↓. At r_s = 2 and ζ = 0.5 the up–up, up–down and down–down elements are −5.2074, 0 and −10.8319 Ha a₀³ for exchange, and 0.2008, −1.3333 and 2.6320 Ha a₀³ for correlation. The exchange values follow from section 2: the factors (1.5)^{−2/3} and (0.5)^{−2/3} multiply the unpolarized like-spin value 2 × (−3.4118). The minority spin has the larger kernel because it is more dilute. As ζ → 1 at fixed n, f_x↓↓ diverges as (1−ζ)^{−2/3}.

5. The closed-shell limit and the spin stiffness

In a closed shell m = 0 at every point. Without a magnetic field, exchanging up and down leaves the energy unchanged, so e is even in ζ and e_nζ = 0 at ζ = 0. The kernel reduces to

f↑↑ = f↓↓ = w_nn + w_mm,
f↑↓ = w_nn − w_mm.

Define, with the factor ½ included,

f^S = (f↑↑ + f↑↓)/2 = w_nn = 2e_n + n e_nn,
f^T = (f↑↑ − f↑↓)/2 = w_mm = e_ζζ/n.

The second line contains the spin stiffness

α_xc(n) = ∂²e/∂ζ² at ζ = 0, f^T = α_xc/n.

The factor 1/n has a simple origin. For small polarization e(n,ζ) = e(n,0) + ½α_xcζ², so the energy per volume gains ½nα_xc(m/n)² = α_xc m²/(2n), whose second derivative in m is α_xc/n. The stiffness measures the cost per electron of a relative polarization; the triplet kernel measures the curvature per volume in the magnetization.

For exchange, g(0) = 2 and g''(0) = 8/9, so

α_x = −½C n^{1/3}(8/9) = (4/9)e_x(n,0).

The density derivative gives the same number by another path. As e_x varies as n^{1/3},

f_x^S = (2/3 − 2/9)e_x/n = (4/9)e_x/n = α_x/n = f_x^T.

This equality is special to the missing opposite-spin term, since f^S − f^T = f↑↓ for any functional.

6. What the stiffness does: a gas in a weak field

The triplet kernel can be checked where no molecule is involved. Apply to the uniform gas a field that adds −Bm to the energy per volume. For the noninteracting gas the mean kinetic energy per electron in a filled sphere is (3/5)(k²/2). The spin radii are k_F(1±ζ)^{1/3} and the spin fractions are (1±ζ)/2, so

e_s = (3k_F²/20)[(1+ζ)^{5/3} + (1−ζ)^{5/3}].

Each power has second derivative 10/9 at ζ = 0. The kinetic stiffness is therefore (3k_F²/20)(20/9) = k_F²/3. Dividing by n = k_F³/(3π²) gives the curvature in m,

k_F²/(3n) = π²/k_F = 1/N₀, N₀ = k_F/π².

To second order in m the energy to minimize is

½m²(1/N₀ + f^T) − Bm,

and its minimum lies at

m = B/(1/N₀ + f^T) = N₀B/(1 + N₀f^T).

The noninteracting answer is N₀B, so the enhancement is 1/(1+N₀f^T). At r_s = 2, N₀f^T = 0.09723 × (−2.3703) = −0.2305, and the enhancement is 1/0.7695 = 1.30. A numerical minimum of the full energy in a weak field confirms the relation at r_s = 1, 2 and 5.

Exchange alone overstates the effect. At r_s = 2 it gives N₀f_x^T = 0.09723 × (−3.4118) = −0.3317 and an enhancement of 1.50. Analytically, e_x(n,0) = −3k_F/(4π), hence α_x = −k_F/(3π) and

N₀f_x^T = α_x/(k_F²/3) = −1/(πk_F).

At high density this tends to zero and the gas responds as free electrons. At k_F = 1/π the exchange-only response diverges: the unpolarized state loses its stability against a small uniform polarization. This is r_s = 6.03; with exchange alone the fully polarized gas already has the lower energy beyond r_s = 5.45, so between these values the unpolarized state is only a local minimum. Correlation opposes this, as α_c is positive. At r_s = 5, α_x = −0.04073 Ha and α_c = 0.02011 Ha, so correlation cancels about half of the exchange stiffness, and the enhancement stays at 1.72.

The singlet kernel behaves differently. At r_s = 2,

f_c^S = −0.2421, f_c^T = +1.0415, f_c↑↓ = −1.2835 Ha a₀³.

For this functional the signs f_c^S < 0, α_c > 0 and f_c↑↓ < 0 were tested at sampled densities from r_s = 0.1 to 100. Correlation thus adds to the exchange kernel in the singlet channel and opposes it in the triplet channel. The signs do not fix the sizes, which depend on density: at r_s = 1, 2 and 5, |f_c^S| is 4%, 7% and 14% of the exchange kernel, while f_c^T is 20%, 31% and 49% of it.

7. From the kernels to excitation energies

Let i, j label occupied and a, b empty real orbitals of a closed shell, with orbital gaps Δ_ia = ε_a − ε_i. During a weak oscillation write an occupied orbital of spin σ as

φ_i(t) = exp(−iε_i t)[φ_i + Σ_a c_iaσ(t)φ_a].

Mixing among occupied orbitals is omitted because it does not change the density. The first-order Kohn–Sham equation, projected on φ_a, is

i dc_iaσ/dt = Δ_ia c_iaσ + ⟨a|δv_σ|i⟩.

Put c = X exp(−iωt) + Y* exp(iωt). The density change is Σ φ_iφ_a(c + c*), whose part at exp(−iωt) has the amplitude X+Y. It generates Hartree and exchange-correlation potentials through

K_{iaσ,jbσ'} = (ia|jb) + ⟨ia|f_σσ'|jb⟩,

where

(ia|jb) = ∫∫ φ_i(r)φ_a(r)φ_j(r')φ_b(r')/|r−r'| d³r d³r',
⟨ia|f|jb⟩ = ∫ φ_iφ_a f φ_jφ_b d³r.

Matching the two time factors gives, with Δ a diagonal matrix,

ωX = ΔX + K(X+Y),
−ωY = ΔY + K(X+Y).

Their sum and difference are

ω(X−Y) = (Δ+2K)(X+Y),
ω(X+Y) = Δ(X−Y).

Eliminate X−Y and set X+Y = Δ^{1/2}F. The result is symmetric:

ω²F = [Δ² + 2Δ^{1/2}KΔ^{1/2}]F.

For a closed shell K↑↑ = K↓↓, so the solutions have F↑ = F↓ or F↑ = −F↓. The even solution changes the density and is the singlet. The odd one changes the magnetization but not the density; it is the triplet component with zero spin projection. Each sees its own matrix:

K^S = K↑↑ + K↑↓ = 2(ia|jb) + 2⟨ia|f^S|jb⟩,
K^T = K↑↑ − K↑↓ = 2⟨ia|f^T|jb⟩.

The Hartree term cancels in the triplet because it is the same for both spin combinations. For exchange alone f^S = f^T, and deleting the Hartree term makes the two matrices identical. This explains the coincidence of the opening. Equal kernels do not imply equal excitation energies.

As a test of the spin separation, the singlet and triplet energies together were compared with the eigenvalues of the unseparated problem for CO, with up and down pairs kept apart. They agree to better than 10⁻⁵ Ha throughout the spectrum.

For one isolated pair the equation gives ω² = Δ² + 2ΔK, and for |K| much smaller than Δ this becomes ω ≈ Δ + K. The first-order splitting is

ω_S − ω_T ≈ 2(ia|ia) + 2⟨ia|f_c↑↓|ia⟩.

Exchange has dropped out. The two-electron case of section 2 agrees: there K^S = (ia|jb) and K^T = −(ia|jb), and the difference is again 2(ia|jb).

8. Carbon monoxide, term by term

The lowest excitations move an electron from the 5σ orbital to one of the two degenerate 2π orbitals. This type of pair carries 97.7% of the squared norm of F in the singlet and 99.7% in the triplet. Its first-order energies are, in eV,

singlet: 6.8856 + 3.2408 − 1.0661 − 0.0645 = 8.996,
triplet: 6.8856 − 1.0661 + 0.2817 = 6.101.

The terms are the orbital gap, the Hartree term (singlet only), exchange and correlation. The splitting is 3.241 − 0.346 = 2.895 eV: the Hartree term reduced by the opposite-spin correlation kernel.

The isolated-pair formula without the expansion uses K^S = 2.110 eV and K^T = −0.784 eV:

ω_S = √(6.8856² + 2 × 6.8856 × 2.110) = 8.74 eV,
ω_T = √(6.8856² − 2 × 6.8856 × 0.784) = 6.05 eV.

The complete matrices give 8.317 eV (0.3057 Ha) and 5.983 eV (0.2199 Ha). Coupling to other pairs therefore lowers the singlet by about 0.43 eV and the triplet by about 0.07 eV. A small weight of other pairs does not make their effect on the energy negligible.

The effect of correlation in the kernel is isolated by keeping the orbitals fixed. The singlet moves from 8.357 to 8.317 eV, the triplet from 5.595 to 5.983 eV, and the splitting from 2.762 to 2.335 eV. The signs are those of f_c^S and f_c^T. The triplet shift of 0.39 eV exceeds the first-order 0.28 eV. Part of the excess follows from the isolated pair, where dω/dK = Δ/ω is greater than one when ω lies below the gap; the same formula gives 5.72 eV with exchange alone, hence a shift of 0.33 eV. The remainder comes from coupling between pairs. The singlet shift goes the other way in size: −0.065 eV at first order, −0.051 eV for the isolated pair, where Δ/ω is below one, and −0.039 eV with all pairs. The kernel elements alone give a triplet-to-singlet ratio of about 4; the response equation raises it to about 10.

9. Where the description stops

If the ground state has ζ ≠ 0, w_nm is in general nonzero and f↑↑ differs from f↓↓. Density and magnetization then drive each other, and the two-channel separation is lost even for exchange. At r_s = 2 and ζ = 0.5 the like-spin exchange elements already differ by a factor of about two.

Charge transfer over a long distance shows another limit. Suppose φ_i and φ_a occupy distant regions. Since n ≥ 2φ_i², the size of the exchange element is at most a constant times ∫ |φ_i|^{2/3}φ_a² d³r, which vanishes as the regions separate. The Hartree element (ia|ia) vanishes too, because the product φ_iφ_a does. The exchange-only energy of such an isolated pair tends to the bare orbital gap: the kernel supplies no attraction −1/R between the separated electron and hole, and the gap from the local potential does not contain it either. The nonlocal two-electron exchange kernel of section 2 also gives a vanishing element, but there the exchange potential is minus half the Hartree potential, so the distant empty orbital feels only one of the two electrons and the gap itself carries −1/R. For Li⁺ and H⁺ brought from 14 to 8 bohr, where −1/R changes by −0.054 Ha, that gap changes by −0.055 Ha and the local-exchange gap by only −0.0005 Ha.

The CO energies are results of this model at one fixed geometry. The small basis, the local functional and the neglect of memory in the kernel all limit a comparison with measurement, and agreement between the two sides of a numerical test does not remove these limits. The values are not converged in the basis: in aug-cc-pVTZ the full singlet falls by about 0.16 eV to 8.16 eV and the full triplet by about 0.03 eV to 5.96 eV, the exchange-only values become 8.20 and 5.55 eV, and the full splitting 2.20 eV. The correlation shifts change little, to −0.04 and +0.41 eV. The numerical output below gives the kernels at the other densities.

Calculated quantities

```
Uniform gas, zeta=0: kernels in Ha a0^3, stiffness in Ha
rs=1 a0: n=0.238732 a0^-3, N0=0.19445 Ha^-1 a0^-3
  f_x singlet=-0.8530, triplet=-0.8530
  f_c singlet=-0.0340, triplet=0.1689, up-down=-0.2029
  f_xc singlet=-0.8869, triplet=-0.6841
  alpha_x=-0.20363, alpha_c=0.04032, alpha_xc=-0.16331
  spin susceptibility enhancement=1.1534
rs=2 a0: n=0.029842 a0^-3, N0=0.09723 Ha^-1 a0^-3
  f_x singlet=-3.4118, triplet=-3.4118
  f_c singlet=-0.2421, triplet=1.0415, up-down=-1.2835
  f_xc singlet=-3.6539, triplet=-2.3703
  alpha_x=-0.10181, alpha_c=0.03108, alpha_xc=-0.07073
  spin susceptibility enhancement=1.2995
rs=5 a0: n=0.001910 a0^-3, N0=0.03889 Ha^-1 a0^-3
  f_x singlet=-21.3240, triplet=-21.3240
  f_c singlet=-3.0591, triplet=10.5283, up-down=-13.5873
  f_xc singlet=-24.3831, triplet=-10.7957
  alpha_x=-0.04073, alpha_c=0.02011, alpha_xc=-0.02062
  spin susceptibility enhancement=1.7237
Polarized gas, rs=2 a0, zeta=0.5: uu, ud, dd in Ha a0^3
  exchange:    -5.2074, 0.0000, -10.8319
  correlation: 0.2008, -1.3333, 2.6320
  total:       -5.0066, -1.3333, -8.1999
CO, LSDA/cc-pVDZ, bond=1.13 angstrom
  total energy=-112.418906 Ha
  occupied=7, virtual=21, pairs=147
5sigma to 2pi pair, contributions in eV
  orbital gap=6.8856
  Hartree, singlet only=3.2408
  exchange kernel, singlet=-1.0661, triplet=-1.0661
  correlation kernel, singlet=-0.0645, triplet=0.2817
  correlation up-down term=-0.3462
  first-order singlet=8.9959, triplet=6.1013
  first-order splitting=2.8946
Full response, lowest excitations in eV
  full kernel: singlet=8.3174, triplet=5.9827
  full kernel: splitting=2.3347
  exchange only: singlet=8.3567, triplet=5.5949
  exchange only: splitting=2.7618
  exchange only, no Hartree: singlet=5.5949
  5sigma-2pi share: singlet=0.9773, triplet=0.9975
Full kernel: singlet=0.305658 Ha, triplet=0.219861 Ha
```
